\section*{Choosing grid, length and run time for Kuramoto-Sivashinsky growth spectra}

\section{The decision: product grid, cell and run time}

Before a pseudospectral calculation starts, one must decide how fine the real-space grid should be relative to the highest retained Fourier mode. Plane-wave electronic-structure programs offer the same setting for the grid on which orbitals are multiplied. In a growth simulation the choice decides whether the discrete equation keeps the conservation law behind its long-wave spectrum. Cell length and run time then decide whether that spectrum can be seen.

The equation treated here is the one-dimensional Kuramoto-Sivashinsky equation for a surface height $h(x,t)$,
\begin{equation}
h_t=-n h_{xx}-K h_{xxxx}+\tfrac{\lambda}{2}h_x^2,\qquad n,K,\lambda>0,
\end{equation}
periodic in $x$ and without external noise. Put $x=\ell X$, $t=t_0\tau$, $h=H_0H$ and multiply by $t_0/H_0$. The three coefficients become $nt_0/\ell^2$, $Kt_0/\ell^4$ and $\lambda H_0t_0/\ell^2$. All equal one if
\begin{equation}
\ell=\sqrt{K/n},\qquad t_0=\ell^2/n,\qquad H_0=n/\lambda .
\end{equation}
In these units, written again with small letters,
\begin{equation}
h_t=-h_{xx}-h_{xxxx}+\tfrac12h_x^2 .
\label{ks}
\end{equation}
With $h=\sum_qh_qe^{iqx}$ the linear rate is $c_q=q^2-q^4$. Modes with $0<q<1$ grow, fastest at $q=1/\sqrt2$, where $c_q=1/4$. The bare tension, the coefficient of $h_{xx}$, is $-1$. The question is whether chaos turns it into a positive effective tension $\nu$ for long waves, with
\begin{equation}
S(q)=L\langle|h_q|^2\rangle\simeq T/q^2 .
\end{equation}
What follows is numerical evidence for this over a finite range of $q$, not a proof.

\section{How fine the product grid must be}

Let the modes $|j|\le M$ be retained, with $q=2\pi j/L$. The square $h_x^2$ contains indices up to $2M$. On $N$ points, $j$ and $j-N$ are indistinguishable, so index $2M$ appears at $2M-N$. It stays outside the retained band if $2M-N<-M$:
\begin{equation}
N>3M .
\end{equation}
An electron density needs its whole product band, $-2M$ to $2M$, and hence $N\ge4M+1$ points in each direction. The growth equation needs less because the square is projected back onto $|j|\le M$.

The condition protects a conservation law. If $P$ denotes that projection, the nonlinear term is $\mathcal N=P(h_x^2/2)$. Since $h_{xx}$ lies in the retained band, $P$ drops out of the integral
\begin{equation}
\int h_{xx}\mathcal N\,dx=\tfrac12\int h_{xx}h_x^2dx=\tfrac16\int\partial_x(h_x^3)dx=0 .
\label{cons}
\end{equation}
The nonlinear term therefore conserves $\int h_x^2dx$. Aliased terms would add contributions for which this argument does not hold. How much they matter depends on the power left near the cutoff. With the highest wave number near $2.3$, a grid of only $2M+2$ points shifts the steady-state balance derived below by about $1\%$ and leaves $T$ unchanged within a sampling error of a few per cent.

The example uses $L=256$, $N=288$ and $M=95$, so $3M=285<N$ and the highest wave number is $2.33$. Since $N>3M$ already holds, a finer grid at fixed $M$ changes nothing beyond rounding. Starting from developed chaos, doubling both the grid and the cutoff $M$ changes the slopes by $0.65\%$ after a time of 5, relative to their norm; this measures the truncation of modes, not aliasing.

\section{The time step}

Each mode obeys $\dot h_q=c_qh_q+\mathcal N_q$. Multiplication by $e^{-c_qt}$ and integration over a step $\Delta$ give, with $z=c_q\Delta$ and $\sigma$ the fraction of the step,
\begin{equation}
h_q(t+\Delta)=e^zh_q(t)+\Delta\int_0^1e^{z(1-\sigma)}\mathcal N_q(\sigma)\,d\sigma .
\end{equation}
The stiff linear part is thus exact. Replace $\mathcal N_q(\sigma)$ by the parabola through its values at $\sigma=0,\frac12,1$, whose weights are $1-3\sigma+2\sigma^2$, $4\sigma-4\sigma^2$ and $2\sigma^2-\sigma$. The moments $I_j=\int_0^1e^{z(1-\sigma)}\sigma^jd\sigma$ follow by parts from $I_j=(jI_{j-1}-1)/z$ and $I_0=(e^z-1)/z$. The three integrated weights are
\begin{align}
w_0&=I_0-3I_1+2I_2=\frac{-4-z+e^z(4-3z+z^2)}{z^3},\\
w_{1/2}&=4(I_1-I_2)=\frac{4[2+z+e^z(z-2)]}{z^3},\\
w_1&=2I_2-I_1=\frac{-4-3z-z^2+e^z(4-z)}{z^3}.
\end{align}
With $Q=(e^{z/2}-1)/z$, the trial values are
\begin{align}
a&=e^{z/2}h+\Delta Q\mathcal N(h),\qquad b=e^{z/2}h+\Delta Q\mathcal N(a),\\
d&=e^{z/2}a+\Delta Q[2\mathcal N(b)-\mathcal N(h)],
\end{align}
and the step is
\begin{equation}
h\to e^zh+\Delta\{w_0\mathcal N(h)+\tfrac12w_{1/2}[\mathcal N(a)+\mathcal N(b)]+w_1\mathcal N(d)\}.
\end{equation}
For $z\to0$ the weights become $\frac16,\frac46,\frac16$ and $Q\to\frac12$, which is the classical fourth-order Runge-Kutta method. Near $z=0$ the quotients suffer from cancellation. They are smooth analytic functions, however, so each equals its average over a unit circle around $z$. For $z$ near 0 the denominators on this circle are of order one. For $|z|$ near 1 the circle passes close to 0, but the sample points used here stay at least $0.04$ away from it, which keeps the rounding error negligible.

From $2\cos(2\pi x/32)+\sin(4\pi x/32)$ on a cell of length 32, this method with $\Delta=0.05$ and an implicit finite-difference solution differ at $t=10$ by $8\times10^{-5}$ of the height range. On developed chaos, the relative slope error after a time of 5, measured against $\Delta=0.03125$, is $2.0\times10^{-4}$ for $\Delta=0.25$ and $2.2\times10^{-5}$ for $\Delta=0.125$. The factor of nine is below the sixteen of clean fourth order, but the error at $\Delta=0.25$ is far below the sampling errors met later.

\section{The chaotic state and its spectrum}

Sixteen replicas run with $\Delta=0.25$ for a time of 2600 after a burn-in of 400. Neighbouring solutions separate at a mean exponential rate of $0.10$, so the fluctuations come from deterministic chaos.

Two balances test the steady state. The spatial mean of \eqref{ks} gives the growth velocity $\langle h_x^2\rangle/2$. The measured mean square slope is $1.718$ and the velocity $0.859$, as required. Next, integration by parts and \eqref{cons} give
\begin{align}
\frac{d}{dt}\,\frac12\int h_x^2dx&=-\int h_{xx}h_t\,dx\nonumber\\
&=\int h_{xx}^2dx+\int h_{xx}h_{xxxx}dx\nonumber\\
&=\int h_{xx}^2dx-\int h_{xxx}^2dx .
\end{align}
In the steady state the average vanishes, so $\langle h_{xxx}^2\rangle=\langle h_{xx}^2\rangle$. The measured ratio is $0.9999$.

For modes 1 to 6 ($q=0.025$ to $0.147$), $q^2S$ is $0.97$, $1.03$, $1.04$, $1.07$, $1.09$ and $1.14$, while $S$ itself falls by a factor of 31. The fitted exponent is $-1.90\pm0.03$. Its distance from $-2$ exceeds the statistical error and reflects the slow rise of $q^2S$ with $q$. Modes 1 and 3 alone give
\begin{equation}
-\frac{\ln(1609/191)}{\ln3}=-1.94 ,
\end{equation}
with an error near $0.07$ if the modes are independent. The data are thus consistent with an approach to $q^{-2}$ as $q\to0$. The weighted mean over modes 1 to 4 is $T=1.055\pm0.015$; because of the rise, the limiting value may be a few per cent lower.

The law fails towards the cellular scale. Between $q=0.29$ and $0.59$ the fitted exponent is $+0.88$, and $q^2S$ peaks at $12.2$ near $q=0.66$. The exponent of a fit that includes this region should not be read as that of the long waves.

\section{Why the tension needs its own measurement}

The simplest description of a long wave driven by fast chaos is
\begin{equation}
\dot h_q=-\nu q^2h_q+\eta_q,\quad
\langle\eta_q(t)\eta_q^*(t')\rangle=\frac{2D}{L}\delta(t-t').
\label{lang}
\end{equation}
From a flat start $h_q(t)=\int_0^te^{-\nu q^2(t-s)}\eta_q(s)ds$. The delta function removes one of the two time integrals in $\langle|h_q|^2\rangle$, so that
\begin{equation}
S(q,t)=2D\int_0^te^{-2\nu q^2(t-s)}ds=\frac{D}{\nu q^2}\left(1-e^{-2\nu q^2t}\right).
\label{build}
\end{equation}
The steady spectrum fixes only $T=D/\nu$. Two further measurements give $\nu$.

The first adds a static force $F\cos qx$ to \eqref{ks}. The mean of \eqref{lang} then gives the amplitude $a=F/(\nu q^2)$. Sixteen further replicas carry such forces on modes 2 and 3 together, half of them with reversed sign so that responses even in the force cancel; those of third order remain. For mode 2, $F=0.04$ produces $a=2.634$:
\begin{equation}
\nu=\frac{0.04}{2.634\times0.0491^2}=6.3\pm0.3 .
\end{equation}
Mode 3 gives $6.4\pm0.2$. A negative tension could not give a steady response in the direction of the force.

The second uses the unforced replicas. Equation \eqref{lang} gives $\langle h_q(t)h_q^*(0)\rangle\propto e^{-\nu q^2t}$. The decay is read from a lag of 10, to let fast memory die, to 40 for mode 2 and 30 for mode 3. The results are $7.3\pm0.3$ and $6.9\pm0.4$. The two roads differ by 15\% and 7\% of the response value. For mode 2 this is about $2.3$ combined standard errors, so a systematic difference is possible. It may also be sampling scatter: another ensemble of similar size can give a decay value near 5.8 for mode 2, below the response value. Systematic causes are not excluded: the forced amplitude is as large as the natural fluctuation, so the response need not be strictly linear, and the decay is not a single exponential, since lags from 2 to 10 give only about 4 to 4.5. Both roads give a positive tension, here with values from 6.3 to 7.3; its size should be trusted to about 30\% only, and a value near 8 is not excluded. With the response value of mode 2, $D=\nu T=6.6$.

\section{What the exponent does not tell}

If $\lambda$ is restored in front of $h_x^2/2$, the long-wave candidate is the Kardar-Parisi-Zhang (KPZ) equation
\begin{equation}
h_t=\nu h_{xx}+\tfrac\lambda2h_x^2+\eta .
\end{equation}
For $\lambda=0$ it is the linear Edwards-Wilkinson equation, whose steady weight is
\begin{equation}
W\propto\exp\Big(-\frac1{2T}\int h_x^2dx\Big)=\exp\Big(-\frac{L}{2T}\sum_qq^2|h_q|^2\Big).
\end{equation}
The modes $q$ and $-q$ together contribute $-Lq^2|h_q|^2/T$ to the exponent, hence $\langle|h_q|^2\rangle=T/(Lq^2)$.

The nonlinear flow changes $W$ at the rate $-W\,\nabla\!\cdot\mathcal N-\mathcal N\cdot\nabla W$ in the space of modes. In
\begin{equation}
\mathcal N_q=-\frac\lambda2\sum_kk(q-k)h_kh_{q-k}
\label{nq}
\end{equation}
the variable $h_q$ occurs only beside $h_0$, with factor zero, so the divergence vanishes. The other term is $-(W/T)\int h_{xx}\mathcal N\,dx$, which vanishes by \eqref{cons}. KPZ and Edwards-Wilkinson growth therefore share the $q^{-2}$ spectrum in one dimension. The exponent supports a positive tension but cannot show that $\lambda\neq0$.

A tilt can. Give \eqref{ks} the mean slope $m$ and call the periodic part $g$:
\begin{equation}
g_t=-g_{xx}-g_{xxxx}+\tfrac12(m+g_x)^2 .
\end{equation}
If $h$ solves \eqref{ks}, then $g(x,t)=h(x+mt,t)+m^2t/2$ solves this equation, because $g_t=h_t+mh_x+m^2/2$. The growth velocity rises by $m^2/2$, so the long-wave equation keeps $\lambda=1$. For $m=0.5$ the measured gain is $0.12500$.

\section{How long the cell must be}

In the KPZ equation the nonlinearity also changes the relaxation. To leading order, treat $\mathcal N_q$ as extra noise made of Gaussian modes that decay at the rate $\nu k^2$. Extra noise must come with extra damping $\delta\nu\,q^2$, since the variance $T/(Lq^2)$ is unchanged. Equating gain and loss,
\begin{equation}
2\,\delta\nu\,q^2\frac{T}{Lq^2}=2\int_0^\infty\langle\mathcal N_q(t)\mathcal N_q^*(0)\rangle dt .
\end{equation}
Two equal pairings arise from \eqref{nq}, and the factors $k^2(q-k)^2$ cancel against the variances:
\begin{equation}
\langle\mathcal N_q(t)\mathcal N_q^*(0)\rangle=\frac{\lambda^2T^2}{2L^2}\sum_ke^{-\nu[k^2+(q-k)^2]t} .
\end{equation}
Integrate over time, replace $\sum_k$ by $L\int dk/2\pi$ and set $k=q/2+p$:
\begin{equation}
\delta\nu=\frac{\lambda^2T}{4\pi\nu}\int_{-\infty}^{\infty}\frac{dp}{2p^2+q^2/2}
=\frac{\lambda^2T}{4\pi\nu}\,\frac{\pi}{q}=\frac{\lambda^2T}{4\nu q}.
\end{equation}
The correction equals $\nu$ at
\begin{equation}
q_c=\frac{\lambda^2T}{4\nu^2}=\frac{1.055}{4\times6.30^2}=6.6\times10^{-3},
\end{equation}
a wavelength of about 950. This is an order of magnitude, because $\nu$ enters squared: $\nu=8$ would give about 1500. For much longer waves, using the corrected tension on both sides gives $\nu(q)^2\sim\lambda^2T/q$ and a relaxation rate $\nu(q)q^2\sim q^{3/2}$, the KPZ law. At mode 2 the integral gives a share $\delta\nu/\nu=0.14$; the sum over the discrete modes of this cell, without $k=0$ and $k=q$, gives $0.09$. The cell of 256 therefore shows the spectrum, the positive tension and the nonzero $\lambda$, but not the $q^{3/2}$ relaxation.

The run time follows from the slowest mode,
\begin{equation}
\tau_1=\frac{1}{\nu q_1^2}=\frac{L^2}{4\pi^2\nu}\approx260 .
\end{equation}
This uses the response value $\nu=6.3$; a tension of 8 would give about 210. By \eqref{build} the burn-in of 400 leaves a deficit of $e^{-800/260}\approx5\%$ in mode 1, which then decays. For $R$ replicas and measuring time $t_m$, the correlation of $|h_q|^2$ decays as $e^{-2t/\tau_1}$ and its variance is the squared mean. The relative error is thus $\sqrt{\tau_1/(Rt_m)}=\sqrt{260/(16\times2600)}=8\%$; the scatter among the replicas gives a standard error of 7\% for their mean. While $\nu$ is nearly constant, doubling $L$ calls for four times the run time.

\section{Reading the result for a growing film}

Consider growth under low-energy ions with $n=0.5\,\mathrm{nm^2/s}$, $K=8\,\mathrm{nm^4/s}$ and a growth speed $v=1\,\mathrm{nm/s}$ along the surface normal. These are rough values, chosen to give ripples of some tens of nanometres. The vertical speed is $v\sqrt{1+h_x^2}=v+vh_x^2/2-vh_x^4/8+\dots$, so $\lambda=v$. This assumes that the deposition rate per surface area does not depend on slope and that the ions add no quadratic slope term of their own. The units are $\ell=4\,\mathrm{nm}$, $t_0=32\,\mathrm{s}$ and $H_0=0.5\,\mathrm{nm}$. The fastest ripple measures $36\,\mathrm{nm}$ and the profile $1.0\,\mathrm{\mu m}$. The tension changes from $-0.5$ to a value between about $+3$ and $+4\,\mathrm{nm^2/s}$, and $q^2S=0.066\,\mathrm{nm}$.

Film thickness is the severe limit. With the response value of the tension, the longest wave relaxes in $2.3$ hours, while $8.4\,\mathrm{\mu m}$ of film grows, about eight times the length of the profile. A scaled tension of 8 would give $1.8$ hours and $6.6\,\mathrm{\mu m}$. A film of $1\,\mathrm{\mu m}$ takes $1000\,\mathrm{s}$, and \eqref{build} then gives $1-e^{-2\times1000/8430}=0.21$ of the steady value at that wavelength. Even this neglects the time the ripples need to develop from a smooth start, with an e-folding time of $4t_0=128\,\mathrm{s}$.

Five other omissions can be compared in size with the terms kept. Averaged over a transverse width of one ripple, shot noise is $0.14\%$ of $D$ and thermal noise at $300\,\mathrm{K}$ $0.014\%$. The quartic slope term is $1.5\%$ of the quadratic one. If the destabilizing term acts along the normal in proportion to curvature, $h_{xx}$ becomes $h_{xx}/(1+h_x^2)$, a change of about $3\%$. Finally, redistribution of atoms over $1\,\mathrm{nm}$ would add a nonlinearity of about $(2\pi\times1/35.5)^2=3\%$ of the quadratic term at the ripple wavelength. A small term need not have a small effect, however. The sign of the redistribution term depends on the mechanism. Adding $-\frac1{32}(h_x^2)_{xx}$ in scaled units to \eqref{ks} lowers $T$ by roughly a fifth, whereas Gaussian smoothing of the quadratic term over $1\,\mathrm{nm}$, which is $+\frac1{64}(h_x^2)_{xx}$ to leading order, raises it by 10 to 20\%. The value $q^2S=0.066\,\mathrm{nm}$ therefore belongs to the equation without it, and the effects of the quartic term and of the curvature correction on $T$ are not sized here. A real surface also varies along its ripples. Identity \eqref{cons} is one-dimensional, so the $q^{-2}$ law should not be carried over to lengths at which that variation matters; its effect is not sized here. The numerical output below lists the remaining values.

\section*{Values computed for the example and the checks}
\begin{verbatim}
SCALED UNITS (dimensionless)
length 256, grid 288, highest mode q 2.332, time step 0.25
replicas free 16, forced 16; burn-in 400, measured time 2600
relative difference from implicit finite differences 8.4e-05
slope error after time 5: step 0.25 2.0e-04, step 0.125 2.2e-05
slope change after time 5 on doubled grid 6.5e-03
largest Lyapunov exponent 0.102
mean square slope 1.718, growth velocity 0.8589
balance <h_xxx^2>/<h_xx^2> 0.9999
mode, q, S, q^2 S, standard error of q^2 S
  1 0.0245  1609.173 0.969 0.071
  2 0.0491   427.852 1.031 0.053
  3 0.0736   191.310 1.037 0.028
  4 0.0982   111.368 1.073 0.020
  5 0.1227    72.430 1.091 0.020
  6 0.1473    52.452 1.137 0.021
  8 0.1963    30.334 1.169 0.019
 12 0.2945    14.412 1.250 0.017
 16 0.3927     9.222 1.422 0.020
 24 0.5890    25.652 8.901 0.138
fitted exponent, modes 1-6: -1.901 +- 0.029
fitted exponent, modes 12-24: 0.879
peak of q^2 S: q 0.663, value 12.20
plateau T, modes 1-4: 1.055 +- 0.015
mode 2: force 0.04, mean amplitude 2.634
  tension from response 6.30 +- 0.28, from relaxation 7.27 +- 0.32
mode 3: force 0.06, mean amplitude 1.722
  tension from response 6.43 +- 0.20, from relaxation 6.89 +- 0.35
effective noise strength D = nu T (nu of mode 2) 6.65
tilt 0.5: velocity gain 0.12500, lambda 1.00000
tilt identity, relative slope error 5.6e-06
nonlinear flow defects: conservation 6.2e-16, divergence 7.7e-16
mode-coupling share delta nu/nu at mode 2: 0.1352
crossover q 6.64e-03, wavelength 946
ION-ASSISTED GROWTH, ROUND PARAMETERS
bare tension -0.5 nm^2/s, K 8.0 nm^4/s, speed 1.0 nm/s
units: length 4.00 nm, time 32.0 s, height 0.50 nm
fastest ripple 35.5 nm, profile length 1024 nm
effective tension 3.15 nm^2/s, D 0.2077 nm^3/s
spectrum amplitude q^2 S 0.0659 nm
rms height 2.44 nm, rms slope 0.164
longest wave: relaxation 2.34 h, film grown meanwhile 8.43 um
crossover wavelength 3.8 um
neglected shot noise / D: 1.35e-03 (atom volume 0.02 nm^3)
neglected thermal noise / D: 1.40e-04 (300 K, 1 J/m^2)
neglected quartic slope term, relative 0.0146
neglected conserved nonlinearity, relative 0.031 (range 1.0 nm)
atomic layer 0.25 nm / rms height: 0.10
\end{verbatim}
